# Makov-Payne expansion for a rigid charge distribution in a cubic cell

## 1. Definitions and conventions

The algebra uses atomic units. A charge density $\rho(\mathbf r)$, containing electrons and nuclei, is localized in space. Its moments are

$$q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r .$$

All three carry the sign of the charge: nuclei count positively and electrons negatively. Thus $Q$ is the second radial moment of the total charge, and it may be negative when $q$ is positive.

The density is repeated on a simple cubic lattice with vectors $\mathbf R$ and side $L$. A uniform background of density $-q/L^3$ makes each cell neutral; it is not included in $q$, $\mathbf p$ or $Q$. Three further assumptions are made.

- The density is rigid: $\rho$ is the same function for every $L$.
- There is vacuum between the images.
- The periodic potential has no macroscopic field. This is the result of leaving out the $\mathbf G=0$ term of its Fourier series, and corresponds to a conducting boundary around the crystal.

With $E_0$ the electrostatic energy of the isolated density, the energy per cell is

$$E(L)=E_0-\frac{\alpha q^2}{2L}+\frac{2\pi}{3L^3}\left(qQ-p^2\right)+O(L^{-5}),\qquad \alpha\approx2.8373. \tag{1}$$

For point nuclei the infinite self-energy is left out of both $E(L)$ and $E_0$. The interaction of a nucleus with its own images is kept.

## 2. The energy as a double integral

Let $\psi$ be the periodic potential of a unit point charge in each cell together with its background:

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big],\qquad \int_{\rm cell}\psi\,d^3r=0. \tag{2}$$

By superposition, the potential of the repeated density and its background is

$$\phi(\mathbf r)=\int\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r',$$

where the integral runs over one copy of $\rho$. The energy per cell is half the integral of total charge times potential:

$$E(L)=\frac12\int_{\rm cell}\Big[\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)-\frac q{L^3}\Big]\phi\,d^3r .$$

The bracket integrates to zero, so adding a constant to $\phi$ would not change $E(L)$. With the zero-average choice the background term vanishes separately. Since $\phi$ is periodic, the sum over copies within one cell equals the integral of one copy over all space. Hence

$$E(L)=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{3}$$

Now write $\psi(\mathbf r)=1/r+v(\mathbf r)$. The part $1/r$ gives $E_0$, and therefore

$$E(L)-E_0=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,v(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{4}$$

The function $v$ is the potential of the images and the background. Its nearest singularities are the image charges at distance $L$, so it is smooth for $r<L$. If the diameter of $\rho$ is less than $L$, every argument in (4) lies in this region. Exponential tails of $\rho$ violate the condition with exponentially small weight.

## 3. The image potential near the origin

For $r<L$, equation (2) and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ give

$$\nabla^2v=\frac{4\pi}{L^3}.$$

Because $\nabla^2r^2=6$, one solution is $2\pi r^2/(3L^3)$. The difference between $v$ and this solution is harmonic, and can be expanded in harmonic polynomials of degree $l=0,1,2,\dots$ about the origin. Cubic symmetry restricts them.

- Inversion removes every odd $l$.
- For $l=2$ the polynomial is $\sum_{ij}A_{ij}x_ix_j$ with zero trace. The reflections $x\to-x$, $y\to-y$, $z\to-z$ remove the off-diagonal elements. Permutation of the axes makes the diagonal elements equal, and zero trace then makes them zero.
- For $l=4$ the same operations leave $a(x^4+y^4+z^4)+b(x^2y^2+y^2z^2+z^2x^2)$. Its Laplacian is $(12a+4b)r^2$, so $b=-3a$. Up to a factor this is

$$h_4(\mathbf r)=x^4+y^4+z^4-\tfrac35r^4 .$$

Indeed, expanding $r^4$ gives coefficients $\frac25$ and $-\frac65$, whose ratio is $-3$.

The powers of $L$ follow from scaling. If $\psi_1$ is the solution for $L=1$, then $\psi(\mathbf r)=\psi_1(\mathbf r/L)/L$ satisfies (2), since two derivatives and the prefactor supply $L^{-3}$ and $\delta(\mathbf r/L)=L^3\delta(\mathbf r)$. A polynomial of degree $l$ therefore comes with $L^{-l-1}$, and

$$v(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\frac{c_4}{L^5}h_4(\mathbf r)+O(L^{-7}). \tag{5}$$

This equation defines $\alpha$ and $c_4$. The next allowed harmonic has $l=6$, which explains the $L^{-7}$.

The quadratic term is isotropic because the cell is cubic. In a cell of lower symmetry an $l=2$ harmonic is generally allowed. It would add a direction-dependent energy of order $L^{-3}$, and (1) would fail at that order.

## 4. The expansion of the energy

Insert (5) into (4). The constant gives

$$\frac12\Big(-\frac\alpha L\Big)\iint\rho\rho'=-\frac{\alpha q^2}{2L}.$$

For the quadratic term use $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$:

$$\iint\rho\rho'\,|\mathbf r-\mathbf r'|^2=Qq+qQ-2\,\mathbf p\cdot\mathbf p=2(qQ-p^2).$$

Multiplication by $\frac12\cdot2\pi/(3L^3)$ gives

$$\frac12\cdot\frac{2\pi}{3L^3}\cdot2(qQ-p^2)=\frac{2\pi}{3L^3}(qQ-p^2).$$

The first omitted term is

$$E_5=\frac{c_4}{2L^5}\iint\rho(\mathbf r)\rho(\mathbf r')\,h_4(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{6}$$

This proves (1).

## 5. Meaning and limiting cases

**Choice of origin.** Moving the origin to $\mathbf a$ changes the moments to $\mathbf p'=\mathbf p-q\mathbf a$ and $Q'=Q-2\mathbf a\cdot\mathbf p+qa^2$. Then

$$qQ'-p'^2=(qQ-2q\,\mathbf a\cdot\mathbf p+q^2a^2)-(p^2-2q\,\mathbf a\cdot\mathbf p+q^2a^2)=qQ-p^2 .$$

For a charged system $Q$ and $\mathbf p$ separately depend on the origin, but the energy does not. Both must be taken about the same point.

**Sign of the $L^{-3}$ term.** The potential $2\pi r^2/(3L^3)$ seen by a positive charge rises outwards, because the compensating background of a positive system is negative and attracts it inwards. For $q>0$, spreading positive charge outwards at fixed dipole moment raises $Q$ and therefore this term (the isolated energy $E_0$ changes separately). If the dipole changes as well, the part $-p^2$ can outweigh the gain: a charge $+3$ at distance $d$ from a charge $-2$ has $qQ-p^2=3d^2-9d^2=-6d^2$. In a molecular cation the electrons may extend so far that $Q<0$ although $q>0$; the term then lowers the energy.

**Neutral system.** For $q=0$ the quadratic part of $v$ produces the potential

$$\frac{2\pi}{3L^3}\int\rho(\mathbf r')|\mathbf r-\mathbf r'|^2d^3r'=\frac{2\pi}{3L^3}(Q-2\mathbf r\cdot\mathbf p).$$

Minus its gradient is a field $\mathbf F=4\pi\mathbf p/(3L^3)$ along the dipole. The energy is $-\frac12\mathbf p\cdot\mathbf F=-2\pi p^2/(3L^3)$, as in (1). The factor $\frac12$ is present because the field comes from equal dipoles, whose mutual energy is shared between cells.

This result depends on the boundary. A large spherical crystal in vacuum has an additional depolarizing field $-4\pi\mathbf P/3$, where $\mathbf P=\mathbf p/L^3$. Its energy per cell is $+2\pi p^2/(3L^3)$, which cancels the dipole term.

**Spherical density.** The average of a harmonic function over a sphere equals its value at the centre. If $\rho$ is spherical about the origin, integration over $\mathbf r'$ in (6) gives $q\,h_4(\mathbf r)$, and integration over $\mathbf r$ gives $q^2h_4(0)=0$. The same argument removes all higher harmonics. For a spherical density of diameter below $L$, the first two corrections are then the whole of $E(L)-E_0$.

**Rigidity.** A density that relaxes in the periodic potential changes its own energy as well as its moments. Equation (1) describes the electrostatics of a frozen density and does not include that response.

## 6. The constants $\alpha$ and $c_4$

**A sum over neutral units.** Combine each point charge with the cube of background around it. One such unit has charge density $\sigma(\mathbf r)=\delta(\mathbf r)-1/L^3$ inside the cube and zero outside. It is neutral and cubic, so by the symmetry argument of section 3 its first nonzero multipole has $l=4$. Its potential $u$ decays as $r^{-5}$, and the sum of $u$ over the lattice converges absolutely.

This sum solves the differential equation in (2), but its cell average is not zero. The average is $L^{-3}\int u\,d^3r$ over all space. To find it, integrate first over a large ball of radius $B$. For a source point inside the ball,

$$\int_{r<B}\frac{d^3r}{|\mathbf r-\mathbf r'|}=2\pi B^2-\frac{2\pi}3r'^2,$$

which is the potential inside a uniform ball of unit density. Multiplying by $\sigma(\mathbf r')$ and integrating, the $B^2$ term vanishes by neutrality:

$$\int u\,d^3r=-\frac{2\pi}3\int\sigma r'^2d^3r'.$$

The point charge at the centre does not contribute. The background cube gives

$$\int\sigma r'^2d^3r'=-3\cdot\frac1L\int_{-L/2}^{L/2}x^2dx=-\frac{L^2}4 .$$

Hence $\int u\,d^3r=\pi L^2/6$, and the cell average is $\pi/(6L)$. It must be subtracted to obtain $\psi$.

Set $L=1$ and evaluate at the origin with the central $1/r$ removed. Let $K$ be the integral of $1/r$ over the unit cube and $S$ the sum of the potentials of all other units. Then

$$-\alpha=v(0)=-K+S-\frac\pi6,\qquad \alpha=K+\frac\pi6-S .$$

Numerically $K=2.380077$, so $K+\pi/6=2.90368$. The other units contribute $S\approx0.0664$. The sum, extrapolated in its cutoff, gives $\alpha=2.837292$; the reciprocal sum of section 7 gives $2.837297$.

**The quartic coefficient.** A unit image charge at $\mathbf R$ has the potential

$$\frac1{|\mathbf r-\mathbf R|}=\sum_l\frac{r^l}{R^{l+1}}P_l(\cos\gamma),$$

where $\gamma$ is the angle between $\mathbf r$ and $\mathbf R$. The background adds nothing at $l=4$. To see this, add the neutral units with $R<B$. Their cubes fill a ball of radius $B$ apart from a surface layer of volume of order $B^2L$. The potential inside a full ball is a constant plus a multiple of $r^2$. The layer changes the $l=4$ coefficient by an amount of order $B^2B^{-5}$, which vanishes as $B\to\infty$.

For $L=1$ and $\mathbf r$ along $x$, $h_4=\frac25x^4$. Comparing coefficients of $x^4$ gives

$$c_4=\frac52\sum_{\mathbf n\ne0}\frac{P_4(n_x/n)}{n^5}=7.7706,$$

where $\mathbf n$ has integer components.

As a check of (5), take $L=1$ and the point $(0.10,0.05,0.02)$. The constant and quadratic terms give $v=-2.810280$. Adding the quartic term gives $-2.810229$, equal to the lattice sum to the digits shown.

## 7. Evaluating the energy without the expansion

An independent value of $E(L)-E_0$ is needed to test (1). Represent the density by point charges $q_i$ at $\mathbf r_i$, and smear each into a normalized Gaussian proportional to $e^{-r^2/(2s^2)}$. The Fourier transform of that Gaussian is $e^{-G^2s^2/2}$. Equation (2) gives

$$\psi(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},$$

and insertion in (3) yields

$$E^{(s)}(L)=\frac{2\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2s^2}}{G^2}\Big|\sum_iq_ie^{-i\mathbf G\cdot\mathbf r_i}\Big|^2 .$$

The difference of two positions drawn from Gaussians of variance $s^2$ per direction has variance $2s^2$ per direction. The isolated energy is therefore

$$E_0^{(s)}=\frac12\sum_{ij}q_iq_j\frac{\operatorname{erf}(r_{ij}/2s)}{r_{ij}},$$

with the limit $1/(s\sqrt\pi)$ for the fraction when $i=j$.

Smearing changes the interaction in a known way. In (4) it replaces $v(\mathbf r_{ij})$ by its average over a Gaussian displacement $\boldsymbol\xi$ with $\langle\xi^2\rangle=6s^2$. The harmonic part of $v$ is unchanged by the mean-value property. The quadratic part grows by $(2\pi/3L^3)\,6s^2=4\pi s^2/L^3$. Summing over pairs with the factor $\frac12$ gives, up to exponentially small tails,

$$E(L)-E_0=E^{(s)}(L)-E_0^{(s)}-\frac{2\pi q^2s^2}{L^3}. \tag{7}$$

The left side refers to the original point charges, without their self-energies. For one unit charge with $L=1$ the left side is $-\alpha/2$, which provides the reciprocal value of $\alpha$. The program tests that two widths give the same value.

**Test of the order of the remainder.** Place charges $2$, $-1.5$ and $1\,e$ at $(0,0,0)$, $(1,0,0)$ and $(0.3,0.8,0.2)$ Å. Subtract the $L^{-1}$ and $L^{-3}$ terms from (7) and multiply the remainder by $L^5$. The result is $-91.677$ eV Å$^5$ at $L=8$ Å and $-91.541$ eV Å$^5$ at $L=16$ Å. Equation (6) predicts $-91.509$ eV Å$^5$. The approach to this value confirms both the order of the remainder and its coefficient in this model.

## 8. Worked example: formaldehyde and its cation

The H2CO molecule lies in the $yz$ plane with carbon at the origin and oxygen on the positive $z$ axis. The chosen geometry has CO length 1.2 Å, CH length 1.1 Å and HCO angle 120°. The cation has the same geometry. Both densities come from unrestricted Hartree–Fock calculations on the isolated species in the 6-31G* basis, and are then frozen.

Each electron density is represented by 8399 quadrature charges. Their moments agree with analytic integrals to within 0.001 in the units used below. The expansion uses the moments of the quadrature charges themselves, so both sides of the comparison refer to the same rigid distribution.

**Neutral molecule.** Here $q=0$ and $p_z=-0.5679\,e$ Å, so $qQ-p^2=-0.3225\,e^2$ Å$^2$. The value of $Q$ has no effect at this order.

To express energies in eV, a factor $C=e^2/(4\pi\varepsilon_0)$ is needed. The printed monopole term of the cation at $L=10$ Å, $-2.042804$ eV, contains it as $-\alpha C/(2L)$ for unit charge:

$$C=\frac{2\times10\times2.042804}{2.837297}=14.400\ \text{eV Å}.$$

The $L^{-3}$ term of the neutral molecule at $L=10$ Å is then

$$\frac{2\pi}3\times14.400\times\frac{-0.3225}{1000}=-0.00973\ \text{eV}.$$

The lattice sum gives $-0.00966$ eV. The difference is $6.5\times10^{-5}$ eV, of which (6) accounts for $5.5\times10^{-5}$ eV. At $L=20$ Å the lattice sum is $-0.00121$ eV, close to one eighth of the value at 10 Å, as an $L^{-3}$ law requires.

**Cation.** With carbon as origin, $q=1\,e$, $p_z=-0.1188\,e$ Å and $Q=-5.3487\,e$ Å$^2$. Thus

$$qQ-p^2=-5.3487-0.0141=-5.363\ e^2\,\text{Å}^2 .$$

With oxygen as origin, $p_z=-1.3188\,e$ Å and $Q=-3.6234\,e$ Å$^2$. The combination is again $-5.363\,e^2$ Å$^2$. At $L=10$ Å the second correction is

$$\frac{2\pi}3\times14.400\times\frac{-5.363}{1000}=-0.1617\ \text{eV}.$$

The energies in eV are:

| $L$ (Å) | lattice sum | $L^{-1}$ term | $L^{-3}$ term |
|---|---|---|---|
| 10 | −2.2042 | −2.0428 | −0.1617 |
| 15 | −1.4097 | −1.3619 | −0.0479 |
| 20 | −1.0416 | −1.0214 | −0.0202 |

At $L=10$ Å the monopole term alone misses the lattice sum by 0.161 eV. With the $L^{-3}$ term the difference is $3.6\times10^{-4}$ eV, and (6) predicts $3.7\times10^{-4}$ eV. The full shift in this cell is $-2.2042$ eV, or $-0.0810$ hartree.

The $L^{-1}$ term is negative for any charged system, and the $L^{-3}$ term is negative here because $qQ-p^2<0$, so both corrections are negative. To estimate $E_0$ from the energy of the same rigid density in a periodic cell, they must be subtracted: $E_0\approx E(L)+2.0428+0.1617$ eV at $L=10$ Å.

These numbers test the electrostatics of frozen densities. They leave out electron correlation, relaxation of the geometry and the response of the density to the periodic field, and they are not predictions of an ionization energy. The numerical check printed below gives the remaining digits.

## Computed values

```
alpha, reciprocal sum: 2.837297
alpha, real-space sum: 2.837292
integral of 1/r over unit cube: 2.380077
quartic coefficient c4: 7.7706
v at (0.10,0.05,0.02), L=1, lattice sum: -2.810229
v there, constant + quadratic: -2.810280
v there, with quartic term: -2.810229
Model charges 2, -1.5, 1 e at (0,0,0), (1,0,0), (0.3,0.8,0.2) A
predicted L^-5 coefficient: -91.509 eV A^5
L=8 A: remainder times L^5 = -91.677 eV A^5
L=16 A: remainder times L^5 = -91.541 eV A^5
H2CO: CO 1.2 A, CH 1.1 A, angle HCO 120 deg, UHF/6-31G*
number of quadrature charges: 8399
H2CO: q = -0.000 e
  origin C: p_z = -0.5679 e A, Q = -7.8580 e A^2
  analytic: p_z = -0.5684 e A, Q = -7.8577 e A^2
  origin O: p_z = -0.5679 e A, Q = -6.4950 e A^2
  qQ-p^2: origin C -0.3225, origin O -0.3225 e^2 A^2
  L=10 A: E(L)-E0 = -0.009662 eV
    L^-1 term -0.000000 eV, L^-3 term -0.009726 eV
    remainder 0.000065 eV, L^-5 term 0.000055 eV
  L=15 A: E(L)-E0 = -0.002874 eV
    L^-1 term -0.000000 eV, L^-3 term -0.002882 eV
    remainder 0.000008 eV, L^-5 term 0.000007 eV
  L=20 A: E(L)-E0 = -0.001214 eV
    L^-1 term -0.000000 eV, L^-3 term -0.001216 eV
    remainder 0.000002 eV, L^-5 term 0.000002 eV
H2CO+: q = 1.000 e
  origin C: p_z = -0.1188 e A, Q = -5.3487 e A^2
  analytic: p_z = -0.1195 e A, Q = -5.3483 e A^2
  origin O: p_z = -1.3188 e A, Q = -3.6234 e A^2
  qQ-p^2: origin C -5.3628, origin O -5.3628 e^2 A^2
  L=10 A: E(L)-E0 = -2.204176 eV
    L^-1 term -2.042804 eV, L^-3 term -0.161734 eV
    remainder 0.000362 eV, L^-5 term 0.000366 eV
  L=15 A: E(L)-E0 = -1.409743 eV
    L^-1 term -1.361869 eV, L^-3 term -0.047921 eV
    remainder 0.000048 eV, L^-5 term 0.000048 eV
  L=20 A: E(L)-E0 = -1.041607 eV
    L^-1 term -1.021402 eV, L^-3 term -0.020217 eV
    remainder 0.000011 eV, L^-5 term 0.000011 eV
H2CO+, L=10 A: E(L)-E0 = -0.081002 hartree
```
